# Hirsch Ising-field correlations and local-moment correlations at distinct points: test program

```python
"""Hirsch Ising-field correlations versus local-moment correlations.

Result under test, for distinct space-time points a and b:
    <s_a s_b> = p <m_a m_b>,   p = 1 - exp(-dtau U).
s = +1 or -1 is the Hirsch field, m = n_up - n_down the local moment,
U > 0 the repulsion, dtau the time step, cosh(lambda) = exp(dtau U / 2).
The ensemble is Tr (exp(-dtau K) exp(-dtau V))^L, with V the interaction
and K = hopping - mu * (particle number) - h * (sum of moments).
Moments stand next to the interaction factor of their time slice.
Field averages: full enumeration with signed determinant weights.
Moment averages: explicit traces of many-body matrices in Fock space.
Energies are in units of the hopping t, times in units of 1/t.
"""
from itertools import combinations, product
import numpy as np
from scipy.linalg import expm

N_SITES = 3
N_SLICES = 4
U = 4.0
DTAU = 0.5
BETA = N_SLICES * DTAU


def annihilators(n_modes):
    """Jordan-Wigner matrices of the fermion annihilation operators."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(n_modes):
        matrix = np.eye(1)
        for k in range(n_modes):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


C = annihilators(2 * N_SITES)
NUMBER = [c.T @ c for c in C]
MOMENT = [NUMBER[i] - NUMBER[i + N_SITES] for i in range(N_SITES)]
V = U * sum(NUMBER[i] @ NUMBER[i + N_SITES] for i in range(N_SITES))


def one_body_matrices(bonds, mu, h):
    hop = np.zeros((N_SITES, N_SITES))
    for i, j in bonds:
        hop[i, j] = hop[j, i] = -1.0
    return [hop - (mu + spin * h) * np.eye(N_SITES) for spin in (1, -1)]


def many_body_k(k_matrices):
    total = np.zeros_like(V)
    for block, k in enumerate(k_matrices):
        for i in range(N_SITES):
            for j in range(N_SITES):
                total += (k[i, j] * C[i + block * N_SITES].T
                          @ C[j + block * N_SITES])
    return total


def enumerate_fields(k_matrices):
    """All Ising configurations and their signed determinant weights."""
    n_points = N_SITES * N_SLICES
    fields = np.array(list(product((1, -1), repeat=n_points)), dtype=float)
    lam = np.arccosh(np.exp(DTAU * U / 2))
    weights = np.full(len(fields), 0.5 ** n_points)
    for spin, k in zip((1, -1), k_matrices):
        hop_factor = expm(-DTAU * k)
        chain = np.tile(np.eye(N_SITES), (len(fields), 1, 1))
        for s in range(N_SLICES):
            local = fields[:, s * N_SITES:(s + 1) * N_SITES]
            diagonal = np.exp(spin * lam * local - DTAU * U / 2)
            chain = hop_factor @ (diagonal[:, :, None] * chain)
        weights = weights * np.linalg.det(np.eye(N_SITES) + chain)
    return fields, weights


def moment_trace(exp_k, exp_v, points=()):
    """Trace of the Trotter product with moments at the given points."""
    matrix = np.eye(len(exp_v))
    for s in range(N_SLICES):
        matrix = exp_v @ matrix
        for point in points:
            if point // N_SITES == s:
                matrix = MOMENT[point % N_SITES] @ matrix
        matrix = exp_k @ matrix
    return np.trace(matrix)


def field_average(fields, weights, points):
    values = np.prod(fields[:, list(points)], axis=1)
    return np.sum(weights * values) / np.sum(weights)


# Local transformation, without and with a field insertion.
for x in (0.05, 0.7, 2.0, 5.0):
    lam_x = np.arccosh(np.exp(x / 2))
    for up, down in product((0, 1), repeat=2):
        terms = {s: 0.5 * np.exp(-x * (up + down) / 2 + lam_x * s * (up - down))
                 for s in (1, -1)}
        target = np.exp(-x * up * down)
        assert abs(terms[1] + terms[-1] - target) < 1e-12
        inserted = np.sqrt(1 - np.exp(-x)) * (up - down) * target
        assert abs(terms[1] - terms[-1] - inserted) < 1e-12

p = 1 - np.exp(-DTAU * U)
pairs = list(combinations(range(N_SITES * N_SLICES), 2))
exp_v = expm(-DTAU * V)


def compare_all_pairs(k_matrices):
    fields, weights = enumerate_fields(k_matrices)
    exp_k = expm(-DTAU * many_body_k(k_matrices))
    z = moment_trace(exp_k, exp_v)
    assert abs(weights.sum() / z - 1) < 1e-10
    ss = np.array([field_average(fields, weights, q) for q in pairs])
    mm = np.array([moment_trace(exp_k, exp_v, q) / z for q in pairs])
    assert np.max(np.abs(ss - p * mm)) < 1e-10
    assert np.max(np.abs(mm)) > 1e-2
    return fields, weights, exp_k, z, ss, mm


# Doped triangle in a Zeeman field: no spin symmetry, signed weights.
MU, H_FIELD = 2.5, 0.3
k_tri = one_body_matrices([(0, 1), (1, 2), (0, 2)], MU, H_FIELD)
fields, weights, exp_k, z, ss, mm = compare_all_pairs(k_tri)
assert weights.min() < 0
average_sign = weights.sum() / np.abs(weights).sum()
ss_unsigned = np.array([field_average(fields, np.abs(weights), q)
                        for q in pairs])
unsigned_error = np.max(np.abs(ss_unsigned - p * mm))
assert unsigned_error > 1e-6

print("U =", U, "t; dtau =", DTAU, "1/t; beta =", BETA, "1/t")
print("sites, slices, configurations:", N_SITES, N_SLICES, len(fields))
print(f"lambda = {np.arccosh(np.exp(DTAU * U / 2)):.6f} (dimensionless)")
print(f"p = 1-exp(-dtau U) = {p:.6f}; sqrt(p) = {np.sqrt(p):.6f}")
print(f"TRIANGLE: mu = {MU} t, Zeeman field h = {H_FIELD} t")
print(f"Z from determinants = {weights.sum():.6f}")
print(f"Z from Fock trace   = {z:.6f}")
print("negative weights:", int(np.sum(weights < 0)),
      f"; average sign = {average_sign:.6f}")
print("pair correlations (site,slice), both counted from 0:")
for a, b in ((0, 1), (0, 3), (0, 4), (0, 6), (1, 6)):
    n = pairs.index((a, b))
    print(f"({a % 3},{a // 3})-({b % 3},{b // 3}): <ss> = {ss[n]:.8f}, "
          f"<mm> = {mm[n]:.8f}, p<mm> = {p * mm[n]:.8f}")
print(f"distinct pairs: {len(pairs)}; largest |<ss>-p<mm>| = "
      f"{np.max(np.abs(ss - p * mm)):.1e}")
print(f"largest mismatch if weight signs are dropped = {unsigned_error:.6f}")

# One-point and three-point rules.
for point in range(N_SITES * N_SLICES):
    s_one = field_average(fields, weights, (point,))
    m_one = moment_trace(exp_k, exp_v, (point,)) / z
    assert abs(s_one - np.sqrt(p) * m_one) < 1e-10
    if point == 0:
        print(f"one point: <s> = {s_one:.8f}, <m> = {m_one:.8f}")
triple = (0, 4, 8)
s_three = field_average(fields, weights, triple)
m_three = moment_trace(exp_k, exp_v, triple) / z
assert abs(s_three - p ** 1.5 * m_three) < 1e-10
print(f"three points (0,0),(1,1),(2,2): <sss> = {s_three:.8f}, "
      f"<mmm> = {m_three:.8f}")
print(f"  p^(3/2)<mmm> = {p ** 1.5 * m_three:.8f}")

# Coincident points do not obey the distinct-point rule.
s_same = field_average(fields, weights, (0, 0))
m_same = moment_trace(exp_k, exp_v, (0, 0)) / z
assert s_same - p * m_same > 1e-2
print(f"same point: <s^2> = {s_same:.6f}, <m^2> = {m_same:.6f}, "
      f"p<m^2> = {p * m_same:.6f}")

# A moment moved to the middle of the kinetic factor gives another average.
k_many = many_body_k(k_tri)
half_k = expm(-DTAU * k_many / 2)
step = exp_k @ exp_v
shifted = np.trace(step @ step @ step @ MOMENT[0]
                   @ half_k @ MOMENT[1] @ half_k @ exp_v) / z
adjacent = moment_trace(exp_k, exp_v, (1, 3)) / z
assert abs(shifted - adjacent) > 1e-6
print(f"(1,0)-(0,1): <mm> beside V = {adjacent:.8f}")
print(f"  with m_1 in middle of kinetic factor = {shifted:.8f}")

# Trotter error at fixed temperature and fixed imaginary-time separation.
half_beta = expm(-BETA / 2 * (k_many + V))
exact = (np.trace(half_beta @ MOMENT[0] @ half_beta @ MOMENT[1])
         / np.trace(half_beta @ half_beta))
print(f"continuous time, sites 0 and 1, tau = {BETA / 2} 1/t: "
      f"<mm> = {exact:.8f}")
errors = []
for n_steps in (4, 8, 16, 32, 64):
    dt = BETA / n_steps
    half = np.linalg.matrix_power(expm(-dt * k_many) @ expm(-dt * V),
                                  n_steps // 2)
    value = (np.trace(half @ MOMENT[0] @ half @ MOMENT[1])
             / np.trace(half @ half))
    errors.append(value - exact)
    print(f"  dtau = {dt:.5f} 1/t: <mm> = {value:.8f}, "
          f"error = {value - exact:.3e}")
error_ratio = errors[-2] / errors[-1]
assert abs(error_ratio - 4) < 0.1
print(f"error ratio on last halving of dtau = {error_ratio:.4f}")

# Half-filled open chain: positive weights, so a sampling noise is defined.
k_chain = one_body_matrices([(0, 1), (1, 2)], U / 2, 0.0)
fields_c, weights_c, _, _, ss_c, mm_c = compare_all_pairs(k_chain)
assert weights_c.min() > 0
probability = weights_c / weights_c.sum()
estimator = fields_c[:, 0] * fields_c[:, 1] / p
mean = np.sum(probability * estimator)
deviation = np.sqrt(np.sum(probability * (estimator - mean) ** 2))
index = pairs.index((0, 1))
assert abs(mean - mm_c[index]) < 1e-10
assert abs(deviation - np.sqrt(1 - ss_c[index] ** 2) / p) < 1e-10
print(f"OPEN CHAIN: mu = {U / 2} t, h = 0 t; all weights positive")
print(f"(0,0)-(1,0): <ss> = {ss_c[index]:.8f}, <mm> = {mm_c[index]:.8f}")
print(f"largest |<ss>-p<mm>| = {np.max(np.abs(ss_c - p * mm_c)):.1e}")
print(f"standard deviation of ss/p per configuration = {deviation:.6f}")
for small in (0.1, 0.01):
    print(f"dtau U = {small}: 1/p = {1 / (1 - np.exp(-small)):.4f}")

print("tests ok")
```

Printed output:

```
U = 4.0 t; dtau = 0.5 1/t; beta = 2.0 1/t
sites, slices, configurations: 3 4 4096
lambda = 1.657454 (dimensionless)
p = 1-exp(-dtau U) = 0.864665; sqrt(p) = 0.929873
TRIANGLE: mu = 2.5 t, Zeeman field h = 0.3 t
Z from determinants = 437249441.767170
Z from Fock trace   = 437249441.767219
negative weights: 72 ; average sign = 0.983162
pair correlations (site,slice), both counted from 0:
(0,0)-(1,0): <ss> = -0.15975409, <mm> = -0.18475843, p<mm> = -0.15975409
(0,0)-(0,1): <ss> = 0.57311608, <mm> = 0.66281886, p<mm> = 0.57311608
(0,0)-(1,1): <ss> = -0.06686640, <mm> = -0.07733217, p<mm> = -0.06686640
(0,0)-(0,2): <ss> = 0.52961165, <mm> = 0.61250521, p<mm> = 0.52961165
(1,0)-(0,2): <ss> = -0.04511418, <mm> = -0.05217535, p<mm> = -0.04511418
distinct pairs: 66; largest |<ss>-p<mm>| = 5.3e-14
largest mismatch if weight signs are dropped = 0.014893
one point: <s> = 0.21363597, <m> = 0.22974735
three points (0,0),(1,1),(2,2): <sss> = -0.12696068, <mmm> = -0.15790563
  p^(3/2)<mmm> = -0.12696068
same point: <s^2> = 1.000000, <m^2> = 0.877671, p<m^2> = 0.758891
(1,0)-(0,1): <mm> beside V = -0.07733217
  with m_1 in middle of kinetic factor = -0.08518249
continuous time, sites 0 and 1, tau = 1.0 1/t: <mm> = 0.00646440
  dtau = 0.50000 1/t: <mm> = -0.05217535, error = -5.864e-02
  dtau = 0.25000 1/t: <mm> = -0.01219117, error = -1.866e-02
  dtau = 0.12500 1/t: <mm> = 0.00148533, error = -4.979e-03
  dtau = 0.06250 1/t: <mm> = 0.00519874, error = -1.266e-03
  dtau = 0.03125 1/t: <mm> = 0.00614666, error = -3.177e-04
error ratio on last halving of dtau = 3.9833
OPEN CHAIN: mu = 2.0 t, h = 0 t; all weights positive
(0,0)-(1,0): <ss> = -0.36170443, <mm> = -0.41831755
largest |<ss>-p<mm>| = 8.8e-15
standard deviation of ss/p per configuration = 1.078213
dtau U = 0.1: 1/p = 10.5083
dtau U = 0.01: 1/p = 100.5008
tests ok
```
